# Selective reflection of a cholesteric film near 500 nm: test program

```python
"""Normal-incidence selective reflection of a cholesteric liquid crystal.

Result under test: pitch p = 1/(beta*c); the reflection band runs from n_o*p
to n_e*p, centred at lambda0 = n*p; at the centre the circular polarisation
with the handedness of the helix has R close to tanh(pi*dn*L/lambda0)**2.
beta: helical twisting power, c: dopant fraction, n: mean index,
dn = n_e - n_o: birefringence, L: thickness, q = 2*pi/p: helix wavenumber.
The formulas are compared with Maxwell's equations solved through thin,
uniform, successively rotated birefringent slices. Lengths are in nm.
"""
from functools import reduce
import numpy as np
from scipy.constants import h, c as c_light, e as e_charge
from scipy.optimize import brentq

twisting_power_um = 30.0
dopant_fraction = 0.10
n_mean = 1.5
dn = 0.10
pitches_in_film = 15

n_o, n_e = n_mean - dn / 2, n_mean + dn / 2
pitch = 1000.0 / (twisting_power_um * dopant_fraction)
q = 2 * np.pi / pitch
thickness = pitches_in_film * pitch
centre = n_mean * pitch
eps_mean = (n_e**2 + n_o**2) / 2
eps_a = (n_e**2 - n_o**2) / 2

# Forward waves: spatial helix of the same or opposite sense as the director.
SAME = np.array([1, -1j]) / np.sqrt(2)
OPPOSITE = np.array([1, 1j]) / np.sqrt(2)
# Backward wave whose spatial helix is right-handed, like the director helix.
BACK_SAME = np.array([1, 1j]) / np.sqrt(2)


def half_pitch_matrix(wavelength, slices=200):
    """Transfer matrix of (Ex, Ey, Ex'/k0, Ey'/k0) over half a pitch."""
    k0 = 2 * np.pi / wavelength
    step = pitch / 2 / slices
    indices = np.array([n_e, n_o])
    phase = indices * k0 * step
    local = np.block([
        [np.diag(np.cos(phase)), np.diag(np.sin(phase) / indices)],
        [np.diag(-indices * np.sin(phase)), np.diag(np.cos(phase))]])
    angle = q * step * (np.arange(slices) + 0.5)
    rot = np.zeros((slices, 4, 4))
    for i in (0, 2):
        rot[:, i, i] = rot[:, i + 1, i + 1] = np.cos(angle)
        rot[:, i, i + 1] = -np.sin(angle)
        rot[:, i + 1, i] = np.sin(angle)
    layers = rot @ local @ np.transpose(rot, (0, 2, 1))
    return reduce(lambda total, layer: layer @ total, layers)


def scatter(wavelength, incident, half_turns=2 * pitches_in_film,
            n_out=n_mean, slices=200):
    """Reflected and transmitted field vectors for unit incident field."""
    total = np.linalg.matrix_power(half_pitch_matrix(wavelength, slices),
                                   half_turns)
    a, b, c, d = total[:2, :2], total[:2, 2:], total[2:, :2], total[2:, 2:]
    g = 1j * n_out
    # Match E and its derivative to outgoing waves on both sides.
    left = g * a - g**2 * b - c + g * d
    right = -g * a - g**2 * b + c + g * d
    reflected = np.linalg.solve(left, right @ incident)
    transmitted = a @ (incident + reflected) + g * b @ (incident - reflected)
    return reflected, transmitted


def reflectance(wavelength, incident, **options):
    return np.linalg.norm(scatter(wavelength, incident, **options)[0])**2


def unpolarised(wavelength, **options):
    return 0.5 * (reflectance(wavelength, SAME, **options)
                  + reflectance(wavelength, OPPOSITE, **options))


def coupled_wave_reflectance(wavelength, length):
    k0 = 2 * np.pi / wavelength
    detuning = (k0**2 * eps_mean - q**2) / (2 * q)
    coupling = k0**2 * eps_a / (2 * q)
    s = np.sqrt(complex(coupling**2 - detuning**2))
    sh, ch = np.sinh(s * length), np.cosh(s * length)
    return abs(coupling * sh)**2 / abs(s * ch - 1j * detuning * sh)**2


# Exact mode wavenumbers against the eigenvalues of the sliced helix.
for wavelength in (450.0, centre, 600.0):
    k0 = 2 * np.pi / wavelength
    root = np.sqrt(4 * k0**2 * eps_mean * q**2 + k0**4 * eps_a**2)
    eigenvalues = np.linalg.eigvals(half_pitch_matrix(wavelength))
    for sign in (1, -1):
        mode = np.sqrt(complex(k0**2 * eps_mean + q**2 + sign * root))
        for wavenumber in (mode, -mode):
            predicted = -np.exp(1j * wavenumber * pitch / 2)
            assert np.min(abs(eigenvalues - predicted)) < 2e-4


# Band edges found from the onset of evanescent modes in the sliced helix.
def evanescence(wavelength):
    values = np.linalg.eigvals(half_pitch_matrix(wavelength))
    return np.max(abs(values)) - 1 - 1e-5


edge_short = brentq(evanescence, centre - 35, centre)
edge_long = brentq(evanescence, centre, centre + 35)
# Finite slices weaken the anisotropy by a few parts in 100000.
assert abs(edge_short - n_o * pitch) < 0.005
assert abs(edge_long - n_e * pitch) < 0.005

# Decay rate at the centre; neglected terms are of second order in dn/n.
decay_numeric = np.log(np.max(abs(np.linalg.eigvals(
    half_pitch_matrix(centre))))) / (pitch / 2)
decay_formula = np.pi * dn / centre
assert abs(decay_numeric / decay_formula - 1) < 0.005

# Thickness law at the centre.
thickness_rows = []
for count in (3, 5, 10, 15):
    numeric = reflectance(centre, SAME, half_turns=2 * count)
    formula = np.tanh(decay_formula * count * pitch)**2
    assert abs(numeric - formula) < 0.02
    thickness_rows.append((count, numeric, formula))

# Line shape: dropped second derivatives are of relative order dn/n.
scan = np.linspace(475, 525, 101)
shape_error = max(abs(reflectance(w, SAME)
                      - coupled_wave_reflectance(w, thickness)) for w in scan)
assert shape_error < dn / n_mean

# Handedness, energy conservation, slice convergence, no second-order band.
reflected, transmitted = scatter(centre, SAME)
r_same = np.linalg.norm(reflected)**2
kept = abs(np.vdot(BACK_SAME, reflected))**2 / r_same
assert kept > 0.999
assert abs(r_same + np.linalg.norm(transmitted)**2 - 1) < 1e-8
assert abs(r_same - reflectance(centre, SAME, slices=400)) < 1e-4
r_opposite_max = max(reflectance(w, OPPOSITE)
                     for w in np.linspace(490, 510, 41))
assert r_opposite_max < 0.001
second_order_max = max(reflectance(w, SAME)
                       for w in np.linspace(240, 260, 81))
assert second_order_max < 0.02

# Effects left out of the ideal model.
fraction_shift = n_mean * 1000 / (twisting_power_um
                                  * dopant_fraction * 1.01) - centre
anchoring_shift = 0.0
for gap in np.linspace(thickness - pitch / 4, thickness + pitch / 4, 2001):
    turns = np.arange(20, 41)
    twist_energy = (turns * np.pi / gap - q)**2
    strained_pitch = 2 * gap / turns[np.argmin(twist_energy)]
    anchoring_shift = max(anchoring_shift,
                          abs(n_mean * strained_pitch - centre))
air_values = [unpolarised(w, n_out=1.0) for w in np.linspace(490, 510, 81)]
air_surface = ((n_mean - 1) / (n_mean + 1))**2

index_slope = -1e-4      # rough assumed dispersion, per nm
pitch_drift = 1e-3       # rough assumed relative pitch change, per K


def dispersive_edge(index):
    return brentq(lambda w: w - pitch * (index + index_slope * (w - centre)),
                  400, 600)


dispersive_width = dispersive_edge(n_e) - dispersive_edge(n_o)

print(f"helical twisting power      {twisting_power_um:.1f} 1/um")
print(f"dopant fraction             {dopant_fraction:.2f}")
print(f"mean index                  {n_mean:.2f}")
print(f"chosen birefringence        {dn:.2f}")
print(f"ordinary, extraordinary     {n_o:.2f}, {n_e:.2f}")
print(f"pitch                       {pitch:.2f} nm")
print(f"optical period              {pitch / 2:.2f} nm")
print(f"film thickness              {thickness:.1f} nm")
print(f"thickness in pitches        {pitches_in_film}")
print(f"band centre                 {centre:.2f} nm")
print(f"centre photon energy        "
      f"{h * c_light / (centre * 1e-9) / e_charge:.4f} eV")
print(f"edges, formula              {n_o * pitch:.3f}, {n_e * pitch:.3f} nm")
print(f"edges, sliced helix         {edge_short:.3f}, {edge_long:.3f} nm")
print(f"band width                  {dn * pitch:.2f} nm")
print(f"amplitude decay length      {1 / decay_formula:.1f} nm")
print(f"decay length, sliced helix  {1 / decay_numeric:.1f} nm")
print(f"decay exponent C*L          {decay_formula * thickness:.4f}")
for count, numeric, formula in thickness_rows:
    print(f"R same hand, {count:2d} pitches    "
          f"numeric {numeric:.4f}, tanh^2 {formula:.4f}")
print(f"R opposite hand, 490-510 nm max {r_opposite_max:.6f}")
print(f"reflected part keeping hand {kept:.6f}")
for wavelength in (470, 480, 490, 500, 510, 520, 530):
    print(f"R unpolarised at {wavelength} nm     {unpolarised(wavelength):.4f}")
print(f"line-shape error, 475-525 nm max {shape_error:.4f}")
print(f"R same hand, 240-260 nm max {second_order_max:.5f}")
print(f"shift, fraction +1 percent  {fraction_shift:.2f} nm")
print(f"largest anchoring shift     {anchoring_shift:.2f} nm")
print(f"one air surface reflects    {air_surface:.4f}")
print(f"bare film in air, 490-510 nm, unpolarised R "
      f"{min(air_values):.3f} to {max(air_values):.3f}")
print(f"assumed index slope         {index_slope:.1e} 1/nm")
print(f"width with dispersion       {dispersive_width:.2f} nm")
print(f"assumed pitch drift         {pitch_drift:.1e} 1/K")
print(f"thermal centre drift        {centre * pitch_drift:.2f} nm/K")
print("finished without a failed check")
```

Running it gives:

```
helical twisting power      30.0 1/um
dopant fraction             0.10
mean index                  1.50
chosen birefringence        0.10
ordinary, extraordinary     1.45, 1.55
pitch                       333.33 nm
optical period              166.67 nm
film thickness              5000.0 nm
thickness in pitches        15
band centre                 500.00 nm
centre photon energy        2.4797 eV
edges, formula              483.333, 516.667 nm
edges, sliced helix         483.334, 516.666 nm
band width                  33.33 nm
amplitude decay length      1591.5 nm
decay length, sliced helix  1592.5 nm
decay exponent C*L          3.1416
R same hand,  3 pitches    numeric 0.3098, tanh^2 0.3101
R same hand,  5 pitches    numeric 0.6090, tanh^2 0.6095
R same hand, 10 pitches    numeric 0.9407, tanh^2 0.9411
R same hand, 15 pitches    numeric 0.9923, tanh^2 0.9926
R opposite hand, 490-510 nm max 0.000559
reflected part keeping hand 0.999723
R unpolarised at 470 nm     0.1456
R unpolarised at 480 nm     0.3040
R unpolarised at 490 nm     0.4925
R unpolarised at 500 nm     0.4963
R unpolarised at 510 nm     0.4909
R unpolarised at 520 nm     0.3260
R unpolarised at 530 nm     0.1461
line-shape error, 475-525 nm max 0.0558
R same hand, 240-260 nm max 0.00466
shift, fraction +1 percent  -4.95 nm
largest anchoring shift     8.33 nm
one air surface reflects    0.0400
bare film in air, 490-510 nm, unpolarised R 0.495 to 0.500
assumed index slope         -1.0e-04 1/nm
width with dispersion       32.26 nm
assumed pitch drift         1.0e-03 1/K
thermal centre drift        0.50 nm/K
finished without a failed check
```
